# Why a lossless matched three-port must be a circulator: test program

```python
# Result under test: a lossless linear three-port (unitary S) with zero
# reflection at each port is a perfect circulator, hence nonreciprocal.
# S[i, j] is the power-normalised amplitude from port j to port i.
# A reciprocal lossless three-port must have sum |S_ii|^2 >= 1/3.
# Example: two opposite rotating modes of a resonator, coupled to three
# symmetric ports; gamma = amplitude decay rate into the ports, time
# factor exp(-i omega t), Omega = mode frequencies minus drive frequency.
import numpy as np
from scipy.constants import c, pi
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, least_squares, minimize

rng = np.random.default_rng(7)
I3 = np.eye(3)


def unitary(p):
    """General 3x3 unitary matrix as exp(iH), H Hermitian."""
    H = np.diag(p[:3]).astype(complex)
    for n, (i, j) in enumerate([(0, 1), (0, 2), (1, 2)]):
        H[i, j] = p[3 + n] + 1j * p[6 + n]
        H[j, i] = np.conj(H[i, j])
    w, v = np.linalg.eigh(H)
    return (v * np.exp(1j * w)) @ v.conj().T


def diagonal_parts(p):
    d = np.diag(unitary(p))
    return np.concatenate([d.real, d.imag])


# Search the whole unitary group for matched matrices, then classify them.
forward = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], float)
count_forward = count_backward = 0
worst_deviation = 0.0
for _ in range(40):
    fit = least_squares(diagonal_parts, rng.normal(size=9) * 1.5,
                        xtol=1e-14, ftol=1e-14, gtol=1e-14, max_nfev=200)
    if np.max(np.abs(fit.fun)) > 1e-9:
        continue                       # this start did not reach a match
    moduli = np.abs(unitary(fit.x))
    dev_f = np.max(np.abs(moduli - forward))
    dev_b = np.max(np.abs(moduli - forward.T))
    worst_deviation = max(worst_deviation, min(dev_f, dev_b))
    if dev_f < dev_b:
        count_forward += 1
    else:
        count_backward += 1
assert count_forward > 0 and count_backward > 0
assert count_forward + count_backward >= 10
assert worst_deviation < 1e-7


# Smallest total reflection of reciprocal (symmetric) unitary matrices.
def reciprocal_reflection(p):
    U = unitary(p)
    return np.sum(np.abs(np.diag(U @ U.T))**2)


minima = [minimize(reciprocal_reflection, rng.normal(size=9),
                   method="BFGS").fun for _ in range(12)]
samples = [reciprocal_reflection(rng.normal(size=9) * 2)
           for _ in range(2000)]
assert min(minima + samples) > 1 / 3 - 1e-9
assert abs(min(minima) - 1 / 3) < 1e-6

# A four-port escapes the theorem; hiding one of its ports gives loss.
coupler = np.array([[0, 0, 1, 1j], [0, 0, 1j, 1],
                    [1, 1j, 0, 0], [1j, 1, 0, 0]]) / np.sqrt(2)
assert np.allclose(coupler.conj().T @ coupler, np.eye(4))
assert np.allclose(coupler, coupler.T)
assert np.allclose(np.diag(coupler), 0)
splitter = coupler[np.ix_([0, 2, 3], [0, 2, 3])]
lost_one_arm = 1 - np.sum(np.abs(splitter[:, 1])**2)
singular = np.linalg.svd(splitter, compute_uv=False)
assert singular[0] < 1 + 1e-12 and singular[-1] < 1e-12

# Leakage and reflection in random threefold-symmetric lossless devices.
w3 = np.exp(2j * pi / 3)
F = np.array([[w3**(m * j) for m in (0, 1, -1)]
              for j in range(3)]) / np.sqrt(3)
for _ in range(1000):
    S = (F * np.exp(1j * rng.uniform(0, 2 * pi, 3))) @ F.conj().T
    r, t, l = np.abs(S[:, 0])
    assert r * abs(t - l) <= l * t + 1e-12
    assert l * t <= r * (t + l) + 1e-12


def port_coupling(classes, gamma):
    """Columns: modes whose phase advances by 2 pi m/3 between ports."""
    return np.sqrt(2 * gamma / 3) * np.array(
        [[w3**(m * j) for m in classes] for j in range(3)])


def scattering(D, Omega, gamma_loss=0.0):
    M = D.conj().T @ D / 2 + gamma_loss * np.eye(len(Omega)) + 1j * Omega
    return -I3 + D @ np.linalg.solve(M, D.conj().T)


# Find all zero-reflection settings of the two modes, in units of gamma.
D1 = port_coupling([1, -1], 1.0)


def reflection_parts(offsets):
    r = scattering(D1, np.diag(offsets))[0, 0]
    return [r.real, r.imag]


found = set()
for _ in range(40):
    fit = least_squares(reflection_parts, rng.uniform(-2, 2, 2),
                        xtol=1e-13, ftol=1e-13, gtol=1e-13)
    if np.max(np.abs(fit.fun)) < 1e-9:
        assert np.allclose(np.abs(fit.x), 1 / np.sqrt(3), atol=1e-6)
        assert fit.x[0] * fit.x[1] < 0
        found.add(int(np.sign(fit.x[0])))
assert found == {-1, 1}

# Direct time integration: unit wave into port 1, resonator empty at start.
offset1 = np.diag([-1.0, 1.0]) / np.sqrt(3)
wave = np.array([1, 0, 0], complex)
rate_matrix = np.eye(2) + 1j * offset1
run = solve_ivp(lambda time, a: -rate_matrix @ a + D1.conj().T @ wave,
                (0, 40), np.zeros(2, complex), rtol=1e-9, atol=1e-11)
outgoing = -wave + D1 @ run.y[:, -1]
assert np.allclose(outgoing, [0, -1, 0], atol=1e-6)

# First-order effect of a small detuning y (in units of gamma).
y = 1e-3
S = scattering(D1, offset1 - y * np.eye(2))
assert abs(abs(S[0, 0]) / y - 0.5) < 1e-3
assert abs(abs(S[2, 0]) / y - 0.5) < 1e-3

# Worked example: rough typical values, garnet-clad silicon resonator.
wavelength = 1550e-9          # m
group_index = 3.0
index_difference = 6e-4       # between the two senses of rotation
loss_db_cm = 40.0
radius = 10e-6                # m
thermo_optic = 1e-4           # effective index change per K
backscatter_nm = 0.02         # mode splitting by roughness alone
input_power = 1e-5            # W
thermal_resistance = 1e4      # K/W

omega0 = 2 * pi * c / wavelength
splitting = omega0 * index_difference / group_index
gamma = np.sqrt(3) * splitting / 2
Q_external = omega0 / (2 * gamma)
to_nm = wavelength * 1e9 / omega0
D = port_coupling([1, -1], gamma)
Omega = np.diag([-splitting / 2, splitting / 2])
S_ideal = scattering(D, Omega)
S_reversed = scattering(D, -Omega)
S_unbiased = scattering(D, 0 * Omega)
assert np.allclose(np.abs(S_ideal), forward, atol=1e-12)
assert np.allclose(np.abs(S_reversed), forward.T, atol=1e-12)
assert np.allclose(S_unbiased, S_unbiased.T)
assert abs(np.sum(np.abs(np.diag(S_unbiased))**2) - 1 / 3) < 1e-12


def detuned(shift):
    return scattering(D, Omega - shift * np.eye(2))


half_band = brentq(lambda s: abs(detuned(s)[2, 0])**2 - 0.01,
                   0, 0.6 * gamma)
assert abs(abs(detuned(-half_band)[2, 0])**2 - 0.01) < 1e-9

# Absorption, with an energy balance from the stored mode amplitudes.
alpha = loss_db_cm * 100 * np.log(10) / 10
gamma_loss = alpha * c / (2 * group_index)
Q_intrinsic = omega0 / (2 * gamma_loss)
S_lossy = scattering(D, Omega, gamma_loss)
absorbed = 1 - np.sum(np.abs(S_lossy[:, 0])**2)
modes = np.linalg.solve((gamma + gamma_loss) * np.eye(2) + 1j * Omega,
                        D.conj().T @ wave)
assert abs(absorbed - 2 * gamma_loss * np.sum(np.abs(modes)**2)) < 1e-10

# Temperature drift, roughness and neighbouring resonances (no absorption).
drift = omega0 * thermo_optic / group_index
S_warm = detuned(drift)
beta = backscatter_nm / to_nm / 2
rough_leak = rough_reflection = 0.0
for phase in np.linspace(0, 2 * pi, 73):
    mix = beta * np.array([[0, np.exp(1j * phase)],
                           [np.exp(-1j * phase), 0]])
    S = scattering(D, Omega + mix)
    assert np.allclose(S.conj().T @ S, I3)
    rough_leak = max(rough_leak, np.max(np.abs(S[forward.T > 0])**2))
    rough_reflection = max(rough_reflection,
                           np.max(np.abs(np.diag(S))**2))
spacing = 2 * pi * c / (group_index * 2 * pi * radius)
# Azimuthal orders M, M+1, M-1 with M = 1 modulo 3, both senses of each.
D6 = port_coupling([1, -1, -1, 1, 0, 0], gamma)
half = splitting / 2
Omega6 = np.diag([-half, half, spacing - half, spacing + half,
                  -spacing - half, -spacing + half])
S_six = scattering(D6, Omega6)
assert np.allclose(S_six.conj().T @ S_six, I3)

heating = thermal_resistance * absorbed * input_power


def percent(amplitude):
    return 100 * abs(amplitude)**2


print("matched unitary matrices found, sense 1-2-3:", count_forward)
print("matched unitary matrices found, sense 1-3-2:", count_backward)
print(f"largest deviation from a circulator: {worst_deviation:.1e}")
print(f"least reciprocal reflection sum: {min(minima):.6f}")
print(f"splitter, loss for input in one arm: {100*lost_one_arm:.1f} %")
print(f"splitter, worst-input loss: {100*(1-singular[-1]**2):.1f} %")
print(f"wavelength: {wavelength*1e9:.0f} nm")
print(f"group index: {group_index:.1f}")
print(f"magneto-optic index difference: {index_difference:.1e}")
print(f"mode splitting: {splitting*to_nm:.3f} nm")
print(f"mode splitting: {splitting/(2*pi)/1e9:.2f} GHz")
print(f"required external Q: {Q_external:.0f}")
print(f"gamma/(2 pi): {gamma/(2*pi)/1e9:.2f} GHz")
for i in range(3):
    row = " ".join(f"{abs(z):.4f}" for z in S_ideal[i])
    print(f"ideal |S|, row {i+1}: {row}")
print(f"reversed bias, power 1 to 3: {percent(S_reversed[2,0]):.2f} %")
print(f"no bias, reflected power: {percent(S_unbiased[0,0]):.2f} %")
print(f"no bias, power to each other port: {percent(S_unbiased[1,0]):.2f} %")
print(f"20 dB isolation full band: {2*half_band*to_nm:.3f} nm")
print(f"20 dB isolation full band: {half_band/pi/1e9:.2f} GHz")
print(f"propagation loss: {loss_db_cm:.0f} dB/cm")
print(f"intrinsic Q: {Q_intrinsic:.0f}")
print(f"loss rate / port decay rate: {gamma_loss/gamma:.3f}")
print(f"with loss, power 1 to 2: {percent(S_lossy[1,0]):.2f} %")
print(f"with loss, insertion loss: {-20*np.log10(abs(S_lossy[1,0])):.2f} dB")
print(f"with loss, power 1 to 3: {percent(S_lossy[2,0]):.2f} %")
print(f"with loss, reflected power: {percent(S_lossy[0,0]):.2f} %")
print(f"with loss, absorbed power: {100*absorbed:.2f} %")
print(f"thermo-optic index coefficient: {thermo_optic:.1e} per K")
print(f"resonance shift for 1 K: {drift*to_nm:.4f} nm")
print(f"1 K drift, power 1 to 3: {percent(S_warm[2,0]):.2f} %")
print(f"1 K drift, reflected power: {percent(S_warm[0,0]):.2f} %")
print(f"roughness splitting: {backscatter_nm:.3f} nm")
print(f"roughness, largest leakage: {100*rough_leak:.3f} %")
print(f"roughness, largest reflection: {100*rough_reflection:.3f} %")
print(f"resonator radius: {radius*1e6:.0f} um")
print(f"resonance spacing: {spacing*to_nm:.2f} nm")
print(f"neighbour modes, power 1 to 3: {percent(S_six[2,0]):.4f} %")
print(f"neighbour modes, reflected power: {percent(S_six[0,0]):.4f} %")
print(f"input power: {input_power*1e3:.3f} mW")
print(f"thermal resistance: {thermal_resistance/1e3:.0f} K/mW")
print(f"self-heating: {heating:.4f} K")
print(f"self-heating resonance shift: {heating*drift*to_nm:.5f} nm")
print("checks complete")
```

Output:

```
matched unitary matrices found, sense 1-2-3: 15
matched unitary matrices found, sense 1-3-2: 25
largest deviation from a circulator: 1.0e-13
least reciprocal reflection sum: 0.333333
splitter, loss for input in one arm: 50.0 %
splitter, worst-input loss: 100.0 %
wavelength: 1550 nm
group index: 3.0
magneto-optic index difference: 6.0e-04
mode splitting: 0.310 nm
mode splitting: 38.68 GHz
required external Q: 2887
gamma/(2 pi): 33.50 GHz
ideal |S|, row 1: 0.0000 0.0000 1.0000
ideal |S|, row 2: 1.0000 0.0000 0.0000
ideal |S|, row 3: 0.0000 1.0000 0.0000
reversed bias, power 1 to 3: 100.00 %
no bias, reflected power: 11.11 %
no bias, power to each other port: 44.44 %
20 dB isolation full band: 0.109 nm
20 dB isolation full band: 13.61 GHz
propagation loss: 40 dB/cm
intrinsic Q: 13204
loss rate / port decay rate: 0.219
with loss, power 1 to 2: 66.16 %
with loss, insertion loss: 1.79 dB
with loss, power 1 to 3: 0.64 %
with loss, reflected power: 1.13 %
with loss, absorbed power: 32.06 %
thermo-optic index coefficient: 1.0e-04 per K
resonance shift for 1 K: 0.0517 nm
1 K drift, power 1 to 3: 0.90 %
1 K drift, reflected power: 0.98 %
roughness splitting: 0.020 nm
roughness, largest leakage: 0.138 %
roughness, largest reflection: 0.139 %
resonator radius: 10 um
resonance spacing: 12.75 nm
neighbour modes, power 1 to 3: 0.0997 %
neighbour modes, reflected power: 0.0997 %
input power: 0.010 mW
thermal resistance: 10 K/mW
self-heating: 0.0321 K
self-heating resonance shift: 0.00166 nm
checks complete
```
